\section*{First Zero of the Long-Axis Magnetization in muMAG Standard Problem 4}

\section*{Problem}

A permalloy rectangle measures $500\times125\times3$ nm along $x$, $y$, $z$. Its exchange constant is $A=1.3\times10^{-11}$ J/m, its saturation magnetization $M_s=8.0\times10^5$ A/m, its Gilbert damping $\alpha=0.02$ and its precession constant $\gamma=2.211\times10^5$ m/(A\,s). Crystalline anisotropy and temperature are set to zero. A saturating field along $[1,1,1]$ is slowly reduced to zero and leaves the film in its remanent state. At $t=0$ a uniform field $\mu_0\mathbf H_a=(-24.6,\,4.3,\,0)$ mT is switched on at once. With $\mathbf m=\mathbf M/M_s$, the motion obeys
\begin{equation}
\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf H+\alpha\,\mathbf m\times\dot{\mathbf m},\qquad |\mathbf m|=1 .
\label{gilbert}
\end{equation}

\begin{enumerate}
\item[(a)] Find the effective field $\mathbf H$ from the energy, solve (\ref{gilbert}) for $\dot{\mathbf m}$, and find the rate of energy loss.
\item[(b)] Put the exchange and magnetostatic fields on a grid of square cells, one cell thick.
\item[(c)] Find the remanent state and predict the first motion after the field is applied.
\item[(d)] When does the average $\langle m_x\rangle$ first pass through zero, and how far does the grid affect the answer?
\item[(e)] How much would the effects left out of the model move this time?
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item[(a)] Take the cross product of (\ref{gilbert}) with $\mathbf m$. For the energy, collect both terms of (\ref{gilbert}) into one cross product.
\item[(b)] A uniformly magnetized cell has magnetic charge on its faces. An integral over two equal intervals is a second difference of a twice-integrated function.
\item[(c)] In equilibrium the internal field exerts no torque in any cell. Ask what remains just after the switch, and what field a small $m_z$ creates in a thin film.
\item[(d)] Compare the crossing times with the square of the cell size.
\item[(e)] Real field pulses have a rise time.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Field, equation of motion, energy loss}

The energy is
\begin{equation}
E=\int\Big[A|\nabla\mathbf m|^2-\tfrac12\mu_0M_s\,\mathbf m\cdot\mathbf H_d-\mu_0M_s\,\mathbf m\cdot\mathbf H_a\Big]dV ,
\end{equation}
where $\mathbf H_d$ is the field of the film's own magnetic charges. Vary $\mathbf m$. Integration by parts turns the exchange term $2A\int\nabla\mathbf m\cdot\nabla\delta\mathbf m\,dV$ into $-2A\int\nabla^2\mathbf m\cdot\delta\mathbf m\,dV$ plus a surface term, which vanishes if $\partial\mathbf m/\partial n=0$ at the edges. $\mathbf H_d$ is linear in $\mathbf m$ with a symmetric kernel, so both factors of $\mathbf m\cdot\mathbf H_d$ contribute equally and cancel the $\tfrac12$. Writing $\delta E=-\mu_0M_s\int\mathbf H\cdot\delta\mathbf m\,dV$ gives
\begin{equation}
\mathbf H=\frac{2A}{\mu_0M_s}\nabla^2\mathbf m+\mathbf H_d+\mathbf H_a .
\end{equation}

Next take $\mathbf m\times$ (\ref{gilbert}). Since $\mathbf m\cdot\dot{\mathbf m}=0$, we have $\mathbf m\times(\mathbf m\times\dot{\mathbf m})=-\dot{\mathbf m}$, so
\begin{equation}
\mathbf m\times\dot{\mathbf m}=-\gamma\,\mathbf m\times(\mathbf m\times\mathbf H)-\alpha\dot{\mathbf m}.
\end{equation}
Inserting this in (\ref{gilbert}) and moving $-\alpha^2\dot{\mathbf m}$ to the left gives
\begin{equation}
\dot{\mathbf m}=-\frac{\gamma}{1+\alpha^2}\big[\mathbf m\times\mathbf H+\alpha\,\mathbf m\times(\mathbf m\times\mathbf H)\big].
\label{ll}
\end{equation}

Equation (\ref{gilbert}) can also be written $\dot{\mathbf m}=-\gamma\,\mathbf m\times(\mathbf H-\alpha\dot{\mathbf m}/\gamma)$. A cross product is perpendicular to its second factor, so $\mathbf H\cdot\dot{\mathbf m}=(\alpha/\gamma)|\dot{\mathbf m}|^2$. For a constant applied field,
\begin{equation}
\frac{dE}{dt}=-\mu_0M_s\int\mathbf H\cdot\dot{\mathbf m}\,dV=-\frac{\alpha\mu_0M_s}{\gamma}\int|\dot{\mathbf m}|^2dV\le0 .
\label{loss}
\end{equation}

\subsection*{(b) Fields on the grid}

\paragraph{Exchange.} Let the cells have side $\Delta$ and volume $V$. Each pair of neighbours costs $AV|\mathbf m_i-\mathbf m_j|^2/\Delta^2$. Differentiating with respect to $\mathbf m_i$ and dividing by $-\mu_0M_sV$,
\begin{equation}
\mathbf H_{{\rm ex},i}=\frac{2A}{\mu_0M_s\Delta^2}\sum_{j}(\mathbf m_j-\mathbf m_i),
\end{equation}
summed over the neighbours that exist. A missing neighbour contributes nothing, which is the condition $\partial\mathbf m/\partial n=0$.

\paragraph{Magnetostatics.} A uniform cell has potential $\frac{1}{4\pi}\oint\mathbf M\cdot\mathbf n'\,dS'/|\mathbf r-\mathbf r'|$. Averaging $-\nabla$ of it over a target cell converts the volume integral to one over the target's faces. Hence $\langle H_i\rangle=-\sum_jN_{ij}M_j$ with
\begin{equation}
N_{ij}=\frac1{4\pi V}\oint\!\oint\frac{n_in'_j}{|\mathbf r-\mathbf r'|}\,dS\,dS' .
\end{equation}
Let the cells have sides $a,b,c$ and let $(x,y,z)$ be their separation. For $N_{xx}$ the faces are normal to $x$. Suppose $\partial_y^2\partial_z^2f=1/r$. Integrating $\partial_y^2f$ over two intervals of length $b$ gives $\delta_y^2f=f(y+b)-2f(y)+f(y-b)$, and likewise for $z$. The signed sum over the four pairs of $x$-faces gives $2f(x)-f(x+a)-f(x-a)=-\delta_x^2f$. For $N_{xy}$ each of $x$ and $y$ has one integral and one signed sum. With $\partial_x\partial_y\partial_z^2g=1/r$ these give $\delta_x^2g$ and $-\delta_y^2g$. Therefore
\begin{equation}
N_{xx}=-\frac{\delta_x^2\delta_y^2\delta_z^2f}{4\pi abc},\qquad
N_{xy}=-\frac{\delta_x^2\delta_y^2\delta_z^2g}{4\pi abc}.
\label{newell}
\end{equation}

To find $f$ and $g$, define
\begin{align}
\mathcal A&=\sinh^{-1}\!\tfrac{z}{\sqrt{x^2+y^2}},\quad
\mathcal B=\sinh^{-1}\!\tfrac{y}{\sqrt{x^2+z^2}},\quad
\mathcal C=\sinh^{-1}\!\tfrac{x}{\sqrt{y^2+z^2}},\notag\\
T_x&=\tan^{-1}\tfrac{yz}{xr},\quad T_y=\tan^{-1}\tfrac{xz}{yr},\quad T_z=\tan^{-1}\tfrac{xy}{zr}.\notag
\end{align}
The basic integral over a face at fixed $x$ is
\begin{equation}
P_x=\int_0^y\!\!\int_0^z\frac{dy'dz'}{\sqrt{x^2+y'^2+z'^2}}=y\mathcal A+z\mathcal B-xT_x .
\end{equation}
To check it, differentiate with respect to $z$. Using $x^2r^2+y^2z^2=(x^2+y^2)(x^2+z^2)$, the result is
\[
\frac yr+\mathcal B-\frac{yz^2}{(x^2+z^2)r}-\frac{yx^2}{(x^2+z^2)r}=\mathcal B ,
\]
which is the remaining integral over $y'$. Both sides vanish at $z=0$. Relabelling gives $P_y=x\mathcal A+z\mathcal C-yT_y$ and $P_z=x\mathcal B+y\mathcal C-zT_z$.

A twice-repeated integral carries the weight $(y-y')(z-z')$, so
\[
f=\int_0^y\!\!\int_0^z\frac{(y-y')(z-z')}{r'}\,dy'dz' .
\]
Expand the product. Terms independent of $y$ or of $z$ may be dropped, because the second differences remove them. What remains is
\begin{align}
f&=yzP_x-\tfrac z2\big[zr+(x^2+y^2)\mathcal A\big]-\tfrac y2\big[yr+(x^2+z^2)\mathcal B\big]+\tfrac{r^3}3\notag\\
&=\tfrac z2(y^2-x^2)\mathcal A+\tfrac y2(z^2-x^2)\mathcal B-xyzT_x+\tfrac r6(2x^2-y^2-z^2).
\end{align}

For $g$ the weight is $(z-z')$, so $g=zK-L$. Here $K$ is the integral of $1/r'$ over the box from the origin to $(x,y,z)$. Integrating $z'/r'$ over $z'$ leaves $L=\int_0^x\!\int_0^y r'\,dx'dy'$ at fixed $z$, after a term without $z$ is dropped. $K$ is homogeneous of degree 2 and $L$ of degree 3. Euler's theorem then gives
\begin{align}
2K&=xP_x+yP_y+zP_z\notag\\
&=2xy\mathcal A+2xz\mathcal B+2yz\mathcal C-x^2T_x-y^2T_y-z^2T_z,\\
3L&=\tfrac x2\big[yr+(x^2+z^2)\mathcal B\big]+\tfrac y2\big[xr+(y^2+z^2)\mathcal C\big]+z^2P_z .
\end{align}
Collecting terms,
\begin{align}
g={}&xyz\mathcal A+\tfrac x6(3z^2-x^2)\mathcal B+\tfrac y6(3z^2-y^2)\mathcal C\notag\\
&-\tfrac{zx^2}2T_x-\tfrac{zy^2}2T_y-\tfrac{z^3}6T_z-\tfrac{xyr}3 .
\end{align}
Where a denominator vanishes, the prefactor vanishes too and the term is zero. $N_{yy}$ and $N_{zz}$ follow from $f$ by exchanging $x$ with $y$ or $z$. $N_{xz}$ and $N_{yz}$ are odd in $z$ and vanish within one layer.

For 5 nm cells separated by $(15,10,0)$ nm, (\ref{newell}) gives $N_{xy}=-0.001441$, and direct quadrature over the faces agrees. The dipole limit $-3xyV/(4\pi r^5)=-0.00141$ has the same sign and is 2\% smaller in size.

The total field is $-\sum_jN(i-j)\mathbf M_j$, a convolution. Padding the $n_x\times n_y$ array with zeros to $2n_x\times2n_y$ keeps the periodic images of the Fourier transform from reaching the film.

\subsection*{(c) Remanent state and first motion}

Slow reduction of the field means that the film follows an energy minimum. We therefore minimize $E$ at $\mu_0H=2000$, 1000, 500, 250, 120, 60, 30, 15, 7 and 0 mT along $[1,1,1]$, each time starting from the previous state. One step replaces $\mathbf m$ by $\mathbf m-\tau\mathbf g$, rescaled to unit length. Here $\mathbf g=(\mathbf m\cdot\mathbf h)\mathbf m-\mathbf h$ with $\mathbf h=\mathbf H/M_s$, and $\tau$ is shortened when the energy rises above its recent values. The state on the finest grid is obtained by copying the coarsest one onto smaller cells and minimizing again.

The result is the S-state, with $\langle\mathbf m\rangle=(0.967,\,0.126,\,0.000)$. The centre lies along $x$ ($m_y=-0.006$), while in the outermost column of cells at each end the average $m_y$ is about $0.71$ (it rises from $0.705$ to $0.715$ as the cells shrink from 5 to 2.5 nm). Equal signs at the ends distinguish it from the C-state, where they are opposite.

Just after the switch, the internal field still exerts no torque, so $\mathbf H_a$ alone acts. With $m_z=0$ and $H_{a,z}=0$, the damping term of (\ref{ll}) has no $z$ component, and
\begin{equation}
\frac{d\langle m_z\rangle}{dt}=-\frac{\gamma}{1+\alpha^2}\big(\langle m_x\rangle H_{a,y}-\langle m_y\rangle H_{a,x}\big).
\label{first}
\end{equation}
In units of mT the bracket is $0.9668\times4.3+0.1255\times24.6=4.16+3.09=7.24$. With $\mu_0M_s=1005.3$ mT and $\gamma M_s=176.9$ ns$^{-1}$, the rate is $-176.9\times7.24/1005.3=-1.274$ ns$^{-1}$. A very short simulated step also gives $-1.274$ ns$^{-1}$.

The two contributions add because the ends point toward $+y$, the side to which the field also tilts. In the mirror state with $\langle m_y\rangle<0$ the bracket would be $4.16-3.09=1.07$ mT. The answer to (d) therefore depends on the magnetic history as well as on the field.

A small $m_z$ creates a field $-N_zM_sm_z$ along $z$. Since $\mathbf m\times\hat{\mathbf z}=(m_y,-m_x,0)$, this field turns the in-plane angle $\varphi$ at the rate
\begin{equation}
\dot\varphi=-\gamma N_zM_sm_z .
\label{turn}
\end{equation}
Negative $m_z$ thus turns the magnetization through $+y$. For the rectangle as a whole, (\ref{newell}) gives $N_x=0.00918$, $N_y=0.03818$ and $N_z=0.95264$.

The simulated $\langle m_z\rangle$ at 25 ps is $-0.0300$. If it grew linearly, (\ref{turn}) would predict a turn of $\tfrac12\times168.5\times0.0300\times0.025=0.063$ rad. The simulated direction of $\langle\mathbf m\rangle$ turns from $7.4^\circ$ to $10.8^\circ$, or $0.060$ rad.

To test this cause, $N_{zz}$ was set to zero on the 6.25 nm grid, with the starting state and all else unchanged. Then $\langle m_x\rangle$ is still $0.956$ after 200 ps. The applied field starts the motion, and the demagnetizing field normal to the film, which grows with $|m_z|$, makes it fast.

\subsection*{(d) The first zero}

Write (\ref{ll}) as $\dot{\mathbf m}=\mathbf F(\mathbf m)$. One fourth-order Runge--Kutta step of length $s$ is
\begin{align}
&\mathbf k_1=\mathbf F(\mathbf m),\quad \mathbf k_2=\mathbf F(\mathbf m+\tfrac s2\mathbf k_1),\quad
\mathbf k_3=\mathbf F(\mathbf m+\tfrac s2\mathbf k_2),\notag\\
&\mathbf k_4=\mathbf F(\mathbf m+s\mathbf k_3),\quad
\mathbf m\to\mathbf m+\tfrac s6(\mathbf k_1+2\mathbf k_2+2\mathbf k_3+\mathbf k_4),
\end{align}
followed by rescaling to unit length. For an undamped oscillation of angular frequency $\omega$ and $q=\omega s$, the squared amplitude is multiplied by $1-q^6/72+q^8/576$, so stability needs $q<\sqrt8\approx2.83$.

The fastest exchange mode alternates in sign from cell to cell. Its four neighbours give a field $8\ell^2M_s/\Delta^2$, where $\ell^2=2A/(\mu_0M_s^2)$ and $\ell=5.69$ nm. For $\Delta=3.125$ nm this is $26.5M_s$. Adding at most $M_s$ for magnetostatics, $q\approx27.5\times0.1769\times0.4=1.9$ for a step of 0.4 ps, which is stable.

The finest grid gives:
\begin{center}
\begin{tabular}{cccc}
$t$ (ps) & $\langle m_x\rangle$ & $\langle m_y\rangle$ & $\langle m_z\rangle$\\
0 & 0.967 & 0.126 & 0.000\\
50 & 0.878 & 0.325 & $-0.054$\\
100 & 0.522 & 0.665 & $-0.085$\\
125 & 0.210 & 0.752 & $-0.112$
\end{tabular}
\end{center}
Linear interpolation between the two steps around the sign change puts the first zero at $138.5$ ps, that is $0.1385$ ns, or $0.14$ ns to two digits.

At that moment $\langle m_y\rangle=0.732$ and $\langle m_z\rangle=-0.132$, so the average vector has length $0.744$, against $0.975$ at the start. The magnetization is therefore far from uniform, and a zero average does not mean that $m_x$ vanishes in every cell.

Cells of 6.25, 5 and 3.125 nm give 138.89, 138.72 and 138.54 ps. The changes per nm$^2$ of $\Delta^2$ are $0.17/14.1=0.012$ ps and $0.18/15.2=0.012$ ps, so the three values lie on a line in $\Delta^2$. If the line continues, its limit is $138.54-0.012\times9.8\approx138.4$ ps. Halving the time step from 1 to 0.5 ps on the coarsest grid leaves 138.89 ps unchanged. The step was not halved on the finer grids.

The energy balance tests the time integration and the damping term. It would also hold with a wrong demagnetizing tensor, if the same tensor entered the energy, so the tensor needs its own check, as in (b). On the 5 nm grid, up to 142.0 ps, the film loses $4.549\times10^{-19}$ J. The time integral of (\ref{loss}) gives the same value to these digits.

\subsection*{(e) Comparison with a real film}

The values of $A$ and $M_s$ are roughly typical of permalloy films at room temperature. The damping is on the high side, since roughly 0.01 is more usual. The following shifts were computed on the 6.25 nm grid, changing one thing at a time.
\begin{itemize}
\item A linear field rise over 50 ps delays the zero by 25.2 ps.
\item Damping of 0.01 advances it by 4.7 ps.
\item The given $\gamma$ corresponds to a $g$-factor of 2.00, while permalloy has roughly 2.1. At fixed $\alpha$ every time in (\ref{ll}) scales as $1/\gamma$, so $g=2.1$ advances the zero by $138.9\,(1-2.001/2.10)\approx6.6$ ps.
\item Films a few nm thick often have a surface anisotropy that favours the normal, of a size set by the neighbouring layers. It adds a field $+2K_sm_z/(M_sd)$ along $z$, with $d=3$ nm and $K_s$ summed over both faces, and so weakens the field that drives (\ref{turn}). Rough values $K_s=0.1$ and $0.2$ mJ/m$^2$ give 83 and 167 mT and delay the zero by 6.3 and 13.7 ps.
\item A rough induced anisotropy $K=200$ J/m$^3$ with easy axis $x$ has a field $2K/M_s=0.50$ mT. It delays the zero by 1.3 ps.
\item At 300 K, equipartition for a uniform in-plane tilt gives $\varphi_{\rm rms}^2=k_BT/[\mu_0M_s^2V_{\rm film}(N_y-N_x)]$, so $\varphi_{\rm rms}=1.8^\circ$. Starting with this tilt toward $+y$ or $-y$ shifts the zero by $-0.7$ or $+0.7$ ps. For a uniform out-of-plane tilt, $N_z-N_x$ replaces $N_y-N_x$ and the rms angle is only $0.31^\circ$. It matters more all the same, because by (\ref{turn}) a nonzero $m_z$ turns the magnetization from the first instant. Starting with this tilt toward $-z$ or $+z$ shifts the zero by about $-4.3$ or $+4.3$ ps.
\end{itemize}
Of these, the instantaneous field is the assumption that matters most: a real pulse takes time to rise, and 50 ps of rise moves the answer by 18\%.

One cell through the thickness $d=3$ nm is adequate here, because the lowest variation across it meets an exchange field $(2A/M_s)(\pi/d)^2=35.6$ T. The magnetostatic fields that could drive such a variation are only of order $\mu_0M_s\approx1$ T. For a rough conductivity $\sigma=4\times10^6$ S/m, in-plane flux diffuses through the thickness in about $\mu_0\sigma d^2=5\times10^{-5}$ ps. Eddy currents that circulate in the film plane, whose width is $w=125$ nm, decay within about $\mu_0\sigma dw=2\times10^{-3}$ ps. Both times are negligible here. Edge roughness, non-uniform thermal fluctuations of the starting state and thermal noise during the motion have not been sized. Most of the computed values are listed in the numerical output.

\section*{Variation 1: a single rigid spin}

\emph{Replace the film by one spin with the shape factors of the rectangle, starting along the direction of the S-state average. Does it reverse, and when does $m_x$ vanish?}

The field is now $H_i=H_{a,i}-M_sN_im_i$. For in-plane $\mathbf m=(\cos\varphi,\sin\varphi,0)$ and a field of size $B=24.97$ mT at angle $170.1^\circ$,
\begin{equation}
\mu_0(\mathbf m\times\mathbf H)_z=B\sin(170.1^\circ-\varphi)-\tfrac12\mu_0M_s(N_y-N_x)\sin2\varphi ,
\end{equation}
with $\mu_0M_s(N_y-N_x)=1005.3\times0.0290=29.2$ mT. At the start, $\varphi=7.4^\circ$ gives $7.4-3.7=3.7$ mT. The smallest value on the way to $90^\circ$ is about $3.1$ mT, near $22^\circ$. The torque keeps its sign, so no in-plane equilibrium blocks the turn.

The spin does reverse: integrating (\ref{ll}) puts the zero at 171 ps, about 33 ps later than in the film, and $m_x$ finally settles at $-0.997$. One difference is visible at once. The rigid spin does not start in equilibrium, and its shape anisotropy opposes the turn from the first instant. Its initial torque is about half the film's 7.2 mT. How much of the 33 ps comes from this, and how much from the later non-uniform motion, is not separated here.

\section*{Variation 2: a field with a finite rise time}

\emph{The field rises linearly over a time $\tau_r$. Estimate the delay of the zero.}

Take the torque as proportional to the field and otherwise constant, and neglect damping. Then $-m_z$ grows as the time integral of the field, and by (\ref{turn}) $\varphi$ grows as the integral of $-m_z$. For a sudden field the double integral is $t^2/2$. For the ramp, at $t>\tau_r$, it is
\begin{equation}
\frac{\tau_r^2}6+\int_{\tau_r}^t\Big(t'-\frac{\tau_r}2\Big)dt'=\frac12\Big(t-\frac{\tau_r}2\Big)^2+\frac{\tau_r^2}{24}.
\end{equation}
Equal angles at times $t_0$ (sudden) and $t_1$ (ramp) require
\begin{equation}
t_1=\frac{\tau_r}2+\sqrt{t_0^2-\frac{\tau_r^2}{12}} .
\end{equation}
For $\tau_r\ll t_0$ the delay is half the rise time. With $t_0=138.9$ ps and $\tau_r=50$ ps, $t_1=25+138.1=163.1$ ps, a delay of 24.2 ps. The full simulation gives 25.2 ps, although the torque does change as the film turns. The estimate becomes poor for slower rises: for $\tau_r=200$ ps it gives a delay of 87 ps, while a simulation on the 6.25 nm grid gives 118 ps. It does not apply at all if the zero is reached during the rise.

\section*{Values computed for the example and the checks}
\begin{verbatim}
rectangle: 500 x 125 x 3 nm
A = 1.30e-11 J/m, Ms = 8.00e+05 A/m, mu0*Ms = 1005.3 mT
damping = 0.02, gamma0 = 2.211e+05 m/(A s)
applied mu0*H = -24.6, 4.3, 0.0 mT
applied magnitude = 24.97 mT
field angle from +x = 170.1 deg
exchange length = 5.69 nm
shape factors Nx, Ny, Nz = 0.00918 0.03818 0.95264
Nxy, shift (3,2) cells of 5 nm: closed -0.00144121
Nxy, same shift: quadrature -0.00144121
S-state <mx>, <my>, <mz> = 0.9668 0.1255 0.0000
S-state my: left end 0.713, centre -0.006, right end 0.713
initial d<mz>/dt: formula -1.2742 per ns
initial d<mz>/dt: simulation -1.2743 per ns
t =   0 ps: <mx>, <my>, <mz> = 0.9668 0.1255 0.0000
t =  25 ps: <mx>, <my>, <mz> = 0.9483 0.1816 -0.0300
t =  50 ps: <mx>, <my>, <mz> = 0.8783 0.3249 -0.0535
t =  75 ps: <mx>, <my>, <mz> = 0.7386 0.5029 -0.0692
t = 100 ps: <mx>, <my>, <mz> = 0.5220 0.6649 -0.0846
t = 125 ps: <mx>, <my>, <mz> = 0.2098 0.7522 -0.1123
at the crossing: <my> = 0.7324, <mz> = -0.1324
first zero of <mx>, 6.25 nm cells, 1 ps step: 138.89 ps
first zero of <mx>, 6.25 nm cells, 0.5 ps step: 138.89 ps
first zero of <mx>, 5 nm cells, 0.4 ps step: 138.72 ps
first zero of <mx>, 3.125 nm cells, 0.4 ps step: 138.54 ps
MAIN RESULT: first zero at 0.1385 ns
energy lost by end of 5 nm run (142.0 ps): 4.5488e-19 J
integrated Gilbert dissipation: 4.5488e-19 J
<mx> at 200 ps without Nzz: 0.9555
first zero for a rigid single spin: 171.1 ps
shift, 50 ps linear field rise: +25.16 ps
shift, damping 0.01: -4.65 ps
rough anisotropy 200 J/m3: field 0.50 mT, shift +1.31 ps
rms thermal tilt at 300 K: 1.76 deg
shift, tilt toward +y: -0.73 ps
shift, tilt toward -y: +0.69 ps
exchange field against thickness variation: 35.6 T
eddy-current diffusion time, rough 4e6 S/m: 4.52e-05 ps
\end{verbatim}
